# Spin-Density-Wave Transition Temperature of Perfectly Nested Bands in Mean-Field Theory: a program that tests the result

```python
"""
Mean-field spin-density wave (SDW) of perfectly nested electron and hole bands.
Result under test:
    kB*T_N = (2*exp(gamma)/pi) * W * exp(-1/(N_F*U))
W    : half-width of the nested energy window around the Fermi level (eV)
N_F  : density of states of BOTH bands together, per spin and site (1/eV)
U    : on-site repulsion (eV);  lambda = N_F*U
Delta: SDW gap parameter = U*M, with M = staggered (n_up - n_down)/2
All temperatures inside functions are energies kB*T in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants, integrate, optimize
from scipy.special import expit, zeta

KB = constants.k / constants.e
HBAR = constants.hbar / constants.e
W, N_F, U = 0.6, 0.25, 1.2
LAM = N_F * U
PREF = 2 * np.exp(np.euler_gamma) / np.pi


def tn_formula(u):
    return PREF * W * np.exp(-1 / (N_F * u))


def bubble(t, shift=0.0):
    """Nested particle-hole integral divided by N_F, by quadrature."""
    def integrand(x):
        return (np.tanh((x + shift) / (2 * t))
                + np.tanh((x - shift) / (2 * t))) / (2 * x)
    marks = [8 * t, shift - 8 * t, shift, shift + 8 * t]
    edges = sorted({0.0, W} | {p for p in marks if 0 < p < W})
    return sum(integrate.quad(integrand, a, b, epsabs=1e-12,
                              epsrel=1e-11, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def solve_t(target, shift=0.0):
    """Temperature at which the integral equals the target."""
    root = optimize.brentq(lambda y: bubble(np.exp(y), shift) - target,
                           np.log(1e-4 * W), np.log(W), xtol=1e-13)
    return np.exp(root)


# Grand potential from numerically diagonalized two-band matrices
N_GRID = 4000
D_XI = 2 * W / N_GRID
XI = -W + D_XI * (np.arange(N_GRID) + 0.5)


def grand_potential(delta, t, u):
    h = np.zeros((N_GRID, 2, 2))
    h[:, 0, 0], h[:, 1, 1] = XI, -XI
    h[:, 0, 1] = h[:, 1, 0] = -delta
    levels = np.linalg.eigvalsh(h)
    band_density, spins = N_F / 2, 2
    logs = np.logaddexp(0, -levels / t).sum()
    return delta**2 / u - spins * t * band_density * D_XI * logs


def best_gap(t, u):
    res = optimize.minimize_scalar(lambda d: grand_potential(d, t, u),
                                   bounds=(0, 0.2), method="bounded",
                                   options={"xatol": 1e-8})
    return res.x


def onset_t(u):
    """Temperature where a small gap starts to lower the grand potential."""
    guess = tn_formula(u)
    probe = 0.02 * guess
    return optimize.brentq(
        lambda t: grand_potential(probe, t, u) - grand_potential(0, t, u),
        0.8 * guess, 1.2 * guess, xtol=1e-9)


# Test: real-space Hartree-Fock on a half-filled ring (hopping = 1)
def ring_hartree_fock(n_up, n_dn, u, t, steps=400, mix=0.4):
    n = len(n_up)
    hop = -(np.roll(np.eye(n), 1, axis=0) + np.roll(np.eye(n), -1, axis=0))

    def density(other):
        e, v = np.linalg.eigh(hop + np.diag(u * (other - 0.5)))
        return (v**2) @ expit(-e / t)
    for _ in range(steps):
        new_up, new_dn = density(n_dn), density(n_up)
        n_up = (1 - mix) * n_up + mix * new_up
        n_dn = (1 - mix) * n_dn + mix * new_dn
    return n_up, n_dn


n_ring, u_ring, t_ring = 42, 3.0, 0.1
sign = (-1.0) ** np.arange(n_ring)
noise = 0.02 * np.random.default_rng(1).standard_normal((2, n_ring))
up, dn = ring_hartree_fock(0.5 + 0.2 * sign + noise[0],
                           0.5 - 0.2 * sign + noise[1], u_ring, t_ring)
m_real = np.mean(sign * (up - dn)) / 2
eps = -2 * np.cos(2 * np.pi * np.arange(n_ring) / n_ring)


def ring_gap_equation(d):
    e = np.sqrt(eps**2 + d**2)
    return np.mean(np.tanh(e / (2 * t_ring)) / (2 * e)) - 1 / u_ring


m_folded = optimize.brentq(ring_gap_equation, 1e-4, u_ring) / u_ring
assert m_folded > 0.05
assert abs(m_real - m_folded) < 1e-6
assert np.max(np.abs(up + dn - 1)) < 1e-6
cu, cd = ring_hartree_fock(0.5 + 0.2 * sign, 0.5 + 0.2 * sign,
                           u_ring, t_ring)
charge_left = abs(np.mean(sign * (cu + cd)))
assert charge_left < 1e-6

# Test: the constant in the logarithm
sech_log = mp.quad(lambda x: mp.log(x) / mp.cosh(x)**2, [0, 1, 5, 40])
assert abs(sech_log - (mp.log(mp.pi / 4) - mp.euler)) < 1e-10

# Test: closed form against quadrature, with its rigorous error bound
for lam in (0.15, 0.2, 0.3, 0.4, 0.5):
    t_num = solve_t(1 / lam)
    log_error = np.log(t_num / tn_formula(lam / N_F))
    bound = 2 * t_num / W * np.exp(-W / t_num)
    assert -1e-9 < log_error < bound + 1e-9

# Test: onset and gap from the grand potential (finite probe gap and grid)
onsets = {u: onset_t(u) for u in (1.0, 1.2, 1.4)}
for u, t_on in onsets.items():
    assert abs(t_on / tn_formula(u) - 1) < 1e-3
t_n = solve_t(1 / LAM)
gap0 = W / np.sinh(1 / LAM)
gap0_num = best_gap(0.05 * t_n, U)
assert abs(gap0_num / gap0 - 1) < 1e-3
assert best_gap(1.05 * t_n, U) < 0.01 * gap0
gap_near = best_gap(0.95 * t_n, U)
gap_closer = best_gap(0.99 * t_n, U)
assert gap0 > gap_near > gap_closer > 0.05 * gap0
weak_ratio = 2 * np.pi / np.exp(np.euler_gamma)
assert abs(2 * gap0 / t_n / weak_ratio - 1) < 2 * np.exp(-2 / LAM)

# Test: nesting mismatch
coef = 7 * zeta(3) / (4 * np.pi**2)
small = 0.002
shift_log = np.log(solve_t(1 / LAM, small) / t_n)
assert abs(shift_log / (-coef * (small / t_n)**2) - 1) < 0.02
mismatch = 0.010
assert abs(bubble(mismatch / 100, mismatch) - np.log(W / mismatch)) < 1e-3
t_mismatch = solve_t(1 / LAM, mismatch)
u_threshold = 1 / (N_F * np.log(W / mismatch))

# Sizes of other neglected effects
lam_screened = LAM * (1 - LAM)
t_screened = solve_t(1 / lam_screened)
rest = 1 - 2 * W * N_F
e_rest = 3.0
chi_rest = rest / (2 * e_rest)
t_rest = solve_t((1 / U - chi_rest) / N_F)
assert abs(t_rest / t_n / np.exp(chi_rest / N_F) - 1) < 1e-5
v_fermi = 5e5
t_use = 378.0
u_use = optimize.brentq(lambda u: solve_t(1 / (N_F * u)) - KB * t_use,
                        1.0, 1.8)

print(f"nested half-width W = {W:.2f} eV")
print(f"total density of states N_F = {N_F:.2f} /(eV spin site)")
print(f"repulsion U = {U:.2f} eV")
print(f"lambda = N_F U = {LAM:.3f}")
print(f"1/lambda = {1 / LAM:.4f}")
print(f"exp(-1/lambda) = {np.exp(-1 / LAM):.5f}")
print(f"prefactor 2 exp(gamma)/pi = {PREF:.4f}")
print(f"kB T_N, formula = {1e3 * tn_formula(U):.3f} meV")
print(f"T_N, formula = {tn_formula(U) / KB:.2f} K")
print(f"T_N, quadrature = {t_n / KB:.2f} K")
print(f"T_N, grand potential onset = {onsets[1.2] / KB:.2f} K")
print(f"bound on log error = {2 * t_n / W * np.exp(-W / t_n):.1e}")
print(f"zero-T gap parameter, formula = {1e3 * gap0:.2f} meV")
print(f"low-T gap parameter, minimized = {1e3 * gap0_num:.2f} meV")
print(f"gap parameter at 0.95 T_N = {1e3 * gap_near:.2f} meV")
print(f"gap parameter at 0.99 T_N = {1e3 * gap_closer:.2f} meV")
print(f"2 Delta_0/(kB T_N) = {2 * gap0 / t_n:.4f}")
print(f"weak-coupling limit of ratio = {weak_ratio:.4f}")
print(f"zero-T staggered moment = {2 * gap0 / U:.4f} Bohr magneton/site")
for u in (0.8, 1.0, 1.2, 1.4):
    print(f"U = {u:.1f} eV: lambda = {N_F * u:.2f}, "
          f"T_N = {solve_t(1 / (N_F * u)) / KB:.1f} K")
print(f"operating temperature = {t_use:.0f} K")
print(f"U for T_N at operating temperature = {u_use:.3f} eV")
print(f"ring test: M real space = {m_real:.6f}")
print(f"ring test: M folded bands = {m_folded:.6f}")
print(f"ring test: remaining charge wave = {charge_left:.1e}")
print(f"nesting mismatch = {1e3 * mismatch:.0f} meV")
print(f"mismatch coefficient 7 zeta(3)/(4 pi^2) = {coef:.4f}")
print(f"T_N with mismatch = {t_mismatch / KB:.1f} K")
print(f"threshold U with mismatch, T=0 = {u_threshold:.3f} eV")
print(f"lambda reduced by fraction lambda = {lam_screened:.3f}")
print(f"T_N with reduced lambda = {t_screened / KB:.1f} K")
print(f"states outside window = {rest:.2f} /(spin site)")
print(f"their assumed distance from Fermi level = {e_rest:.1f} eV")
print(f"their susceptibility, upper estimate = {chi_rest:.4f} /eV")
print(f"T_N with these states = {t_rest / KB:.1f} K")
print(f"rough Fermi velocity = {v_fermi:.1e} m/s")
for path_nm in (10, 100):
    width = HBAR * v_fermi / (path_nm * 1e-9)
    print(f"mean free path {path_nm} nm: hbar v/l = {1e3 * width:.2f} meV, "
          f"over kB T_N = {width / t_n:.3f}")
print(f"length hbar v/(kB T_N) = {1e9 * HBAR * v_fermi / t_n:.1f} nm")
print("PASS")
```

Output:

```
nested half-width W = 0.60 eV
total density of states N_F = 0.25 /(eV spin site)
repulsion U = 1.20 eV
lambda = N_F U = 0.300
1/lambda = 3.3333
exp(-1/lambda) = 0.03567
prefactor 2 exp(gamma)/pi = 1.1339
kB T_N, formula = 24.270 meV
T_N, formula = 281.64 K
T_N, quadrature = 281.64 K
T_N, grand potential onset = 281.63 K
bound on log error = 1.5e-12
zero-T gap parameter, formula = 42.86 meV
low-T gap parameter, minimized = 42.86 meV
gap parameter at 0.95 T_N = 16.31 meV
gap parameter at 0.99 T_N = 7.42 meV
2 Delta_0/(kB T_N) = 3.5322
weak-coupling limit of ratio = 3.5278
zero-T staggered moment = 0.0714 Bohr magneton/site
U = 0.8 eV: lambda = 0.20, T_N = 53.2 K
U = 1.0 eV: lambda = 0.25, T_N = 144.6 K
U = 1.2 eV: lambda = 0.30, T_N = 281.6 K
U = 1.4 eV: lambda = 0.35, T_N = 453.4 K
operating temperature = 378 K
U for T_N at operating temperature = 1.316 eV
ring test: M real space = 0.310283
ring test: M folded bands = 0.310283
ring test: remaining charge wave = 5.8e-17
nesting mismatch = 10 meV
mismatch coefficient 7 zeta(3)/(4 pi^2) = 0.2131
T_N with mismatch = 271.0 K
threshold U with mismatch, T=0 = 0.977 eV
lambda reduced by fraction lambda = 0.210
T_N with reduced lambda = 67.5 K
states outside window = 0.70 /(spin site)
their assumed distance from Fermi level = 3.0 eV
their susceptibility, upper estimate = 0.1167 /eV
T_N with these states = 449.1 K
rough Fermi velocity = 5.0e+05 m/s
mean free path 10 nm: hbar v/l = 32.91 meV, over kB T_N = 1.356
mean free path 100 nm: hbar v/l = 3.29 meV, over kB T_N = 0.136
length hbar v/(kB T_N) = 13.6 nm
PASS
```
